# Ring-inversion barrier of cyclohexane-d11 from the coalescence of two proton lines: a program that tests the result

```python
"""
Ring inversion of cyclohexane-d11 from NMR coalescence.
Result under test, in atomic units (hbar = 1):
    G = tau * ln( sqrt(2) * kappa * tau / (pi * delta) )
G: activation free energy; tau = kB*T; delta = 2*pi*(line separation);
kappa: transmission coefficient. The one-way exchange rate at coalescence
is delta/(2*sqrt(2)). Without a twist-boat return factor kappa = 1; with
equal return to either chair kappa = 1/2.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq

HARTREE_J = sc.physical_constants["Hartree energy"][0]
TIME_AU = sc.physical_constants["atomic unit of time"][0]
HARTREE_EV = HARTREE_J / sc.e
KB_EV = sc.k / sc.e
EV_TO_KJMOL = sc.e * sc.N_A / 1000

separation, sigma_separation = 29.0, 1.0     # Hz
temperature, sigma_temperature = 212.0, 2.0  # K
delta = 2 * np.pi * separation               # rad/s


def intensity(x, frequencies, generator, populations, decay=0.0):
    """Absorption at angular offset x from the exchange equations."""
    matrix = np.diag(1j * (x - frequencies) + decay) - generator
    return np.linalg.solve(matrix, populations).sum().real


def two_site(x, k, split, decay=0.0):
    generator = k * np.array([[-1.0, 1.0], [1.0, -1.0]])
    return intensity(x, np.array([-split / 2, split / 2]), generator,
                     np.array([0.5, 0.5]), decay)


def three_site(x, escape, split):
    """Chair, short-lived twist-boat, other chair."""
    back = 1e4 * escape
    generator = np.array([[-escape, back, 0.0],
                          [escape, -2 * back, escape],
                          [0.0, back, -escape]])
    populations = np.array([1.0, escape / back, 1.0])
    populations /= populations.sum()
    return intensity(x, np.array([-split / 2, 0.0, split / 2]),
                     generator, populations)


def coalescence_rate(hz, decay=0.0):
    """Rate at which the central dip of the computed spectrum vanishes."""
    split = 2 * np.pi * hz
    step = 1e-3 * split
    return brentq(lambda k: two_site(step, k, split, decay)
                  - two_site(0.0, k, split, decay), 0.1 * split, split)


def barrier_closed(T, hz, kappa=1.0):
    """Closed formula evaluated in atomic units, returned in eV."""
    tau = sc.k * T / HARTREE_J
    split = 2 * np.pi * hz * TIME_AU
    return HARTREE_EV * tau * np.log(np.sqrt(2) * kappa * tau
                                     / (np.pi * split))


def barrier_solved(T, k, kappa=1.0):
    """Root of the logarithm of the Eyring equation, in eV."""
    return brentq(lambda G: np.log(kappa * sc.k * T / sc.h)
                  - G / (KB_EV * T) - np.log(k), 0.0, 2.0, xtol=1e-14)


# Line shape, coalescence and number of maxima
k_formula = delta / (2 * np.sqrt(2))
k_numeric = coalescence_rate(separation)
assert abs(k_numeric / k_formula - 1) < 1e-5
for x in (0.0, 0.23 * delta, 0.8 * delta):
    k = 0.31 * delta
    shape = (k * delta**2 / 2) / ((delta**2 / 4 - x**2)**2
                                + 4 * k**2 * x**2)
    assert np.isclose(two_site(x, k, delta), shape, rtol=1e-10)
grid = np.linspace(-delta, delta, 2001)


def count_maxima(k):
    y = np.array([two_site(x, k, delta) for x in grid])
    return int(np.sum((y[1:-1] > y[:-2]) & (y[1:-1] > y[2:])))


assert count_maxima(0.97 * k_formula) == 2
assert count_maxima(1.03 * k_formula) == 1

# Eigenfrequencies remain distinct after the visible peaks have merged
def eigenvalues(k):
    return np.linalg.eigvals(np.array([[-k - 0.5j * delta, k],
                                      [k, -k + 0.5j * delta]]))


assert count_maxima(0.45 * delta) == 1
assert np.ptp(eigenvalues(0.45 * delta).imag) > 0.1 * delta
assert np.ptp(eigenvalues(0.55 * delta).imag) < 1e-8 * delta
k_eigen = delta / 2

# The one-way thermal flux supplies the mass-independent prefactor
tau_au = sc.k * temperature / HARTREE_J
for mass in (1836.0, 20000.0):
    width = np.sqrt(mass * tau_au)
    flux = quad(lambda p: p / mass * np.exp(-p**2 / (2 * mass * tau_au))
                / (2 * np.pi), 0, 12 * width, epsabs=1e-15)[0]
    assert np.isclose(flux, tau_au / (2 * np.pi), rtol=1e-8)
prefactor = flux / TIME_AU

# Barrier from the numerical spectrum against the closed formula
G_one = barrier_closed(temperature, separation)
G_half = barrier_closed(temperature, separation, 0.5)
assert abs(barrier_solved(temperature, k_numeric) - G_one) < 1e-6
assert abs(barrier_solved(temperature, k_numeric, 0.5) - G_half) < 1e-6

# A short-lived twist-boat makes the escape rate twice the exchange rate
step = 3e-3 * delta
escape_rate = brentq(lambda k: three_site(step, k, delta)
                     - three_site(0.0, k, delta), 0.2 * delta, 2 * delta)
assert abs(escape_rate / (2 * k_formula) - 1) < 1e-3
assert abs(barrier_solved(temperature, escape_rate) - G_half) < 2e-5

# Derivatives and propagated errors
thermal = KB_EV * temperature
slope_T = G_one / temperature + KB_EV
slope_nu = -thermal / separation
fd_T = (barrier_solved(temperature + 0.5, k_numeric)
        - barrier_solved(temperature - 0.5, k_numeric))
fd_nu = (barrier_solved(temperature, coalescence_rate(separation + 0.05))
         - barrier_solved(temperature,
                          coalescence_rate(separation - 0.05))) / 0.1
assert np.isclose(fd_T, slope_T, rtol=1e-4)
assert np.isclose(fd_nu, slope_nu, rtol=1e-4)
error_T = abs(slope_T) * sigma_temperature
error_nu = abs(slope_nu) * sigma_separation
error_G = np.hypot(error_T, error_nu)
slope_T_half = G_half / temperature + KB_EV
error_half = np.hypot(slope_T_half * sigma_temperature, error_nu)
rng = np.random.default_rng(7)
T_samples = rng.normal(temperature, sigma_temperature, 200000)
nu_samples = rng.normal(separation, sigma_separation, 200000)
sampled_error = np.std(barrier_closed(T_samples, nu_samples))
sampled_half = np.std(barrier_closed(T_samples, nu_samples, 0.5))
assert abs(sampled_error / error_G - 1) < 0.01
assert abs(sampled_half / error_half - 1) < 0.01
assert error_T > error_nu
assert G_one - G_half > error_G
assert abs(G_half * EV_TO_KJMOL - 43) < error_half * EV_TO_KJMOL
assert G_one * EV_TO_KJMOL - 43 > error_G * EV_TO_KJMOL

# Natural width: small-width law, then the effect of a 1 Hz full width
small_decay = np.pi * 0.1
small_shift = coalescence_rate(separation, small_decay) - k_numeric
assert np.isclose(small_shift, -3 * small_decay / 8, rtol=0.03)
natural_width = 1.0
k_width = coalescence_rate(separation, np.pi * natural_width)
G_width_shift = barrier_solved(temperature, k_width) - G_one
assert 0 < G_width_shift < error_G

print(f"Line separation: {separation:.1f} Hz")
print(f"Assumed separation error: {sigma_separation:.1f} Hz")
print(f"Coalescence temperature: {temperature:.1f} K")
print(f"Assumed temperature error: {sigma_temperature:.1f} K")
print(f"Angular separation delta: {delta:.2f} rad/s")
print(f"Coalescence rate, formula: {k_formula:.3f} 1/s")
print(f"Coalescence rate, computed spectrum: {k_numeric:.3f} 1/s")
print(f"Rate where eigenfrequencies merge: {k_eigen:.3f} 1/s")
print(f"Thermal energy kB*T: {thermal:.6f} eV")
print(f"Eyring prefactor kB*T/h: {prefactor:.4e} 1/s")
print(f"Prefactor/rate ratio: {prefactor / k_formula:.4e} (no unit)")
print(f"Logarithm of that ratio: {np.log(prefactor / k_formula):.4f} (no unit)")
print(f"Barrier, kappa=1: {G_one:.4f} eV")
print(f"Barrier, kappa=1: {G_one * EV_TO_KJMOL:.2f} kJ/mol")
print(f"Slope with temperature, kappa=1: {slope_T:.6f} eV/K")
print(f"Slope with separation: {slope_nu:.6f} eV/Hz")
print(f"Error from temperature, kappa=1: {error_T:.5f} eV")
print(f"Error from separation: {error_nu:.5f} eV")
print(f"Total propagated error, kappa=1: {error_G:.5f} eV")
print(f"Total propagated error, kappa=1: {error_G * EV_TO_KJMOL:.2f} kJ/mol")
print(f"Error from random sampling, kappa=1: {sampled_error:.5f} eV")
print(f"Chair escape rate, three-site spectrum: {escape_rate:.2f} 1/s")
print(f"Lowering by kappa=1/2: {G_one - G_half:.5f} eV")
print(f"Barrier, kappa=1/2: {G_half:.4f} eV")
print(f"Barrier, kappa=1/2: {G_half * EV_TO_KJMOL:.2f} kJ/mol")
print(f"Total propagated error, kappa=1/2: {error_half:.5f} eV")
print(f"Total propagated error, kappa=1/2: {error_half * EV_TO_KJMOL:.2f} kJ/mol")
print(f"Natural full width tried: {natural_width:.1f} Hz")
print(f"Coalescence rate with that width: {k_width:.3f} 1/s")
print(f"Barrier change from that width: {G_width_shift:.5f} eV")
print("all tests passed")
```

It prints:

```
Line separation: 29.0 Hz
Assumed separation error: 1.0 Hz
Coalescence temperature: 212.0 K
Assumed temperature error: 2.0 K
Angular separation delta: 182.21 rad/s
Coalescence rate, formula: 64.422 1/s
Coalescence rate, computed spectrum: 64.422 1/s
Rate where eigenfrequencies merge: 91.106 1/s
Thermal energy kB*T: 0.018269 eV
Eyring prefactor kB*T/h: 4.4174e+12 1/s
Prefactor/rate ratio: 6.8569e+10 (no unit)
Logarithm of that ratio: 24.9511 (no unit)
Barrier, kappa=1: 0.4558 eV
Barrier, kappa=1: 43.98 kJ/mol
Slope with temperature, kappa=1: 0.002236 eV/K
Slope with separation: -0.000630 eV/Hz
Error from temperature, kappa=1: 0.00447 eV
Error from separation: 0.00063 eV
Total propagated error, kappa=1: 0.00452 eV
Total propagated error, kappa=1: 0.44 kJ/mol
Error from random sampling, kappa=1: 0.00451 eV
Chair escape rate, three-site spectrum: 128.84 1/s
Lowering by kappa=1/2: 0.01266 eV
Barrier, kappa=1/2: 0.4432 eV
Barrier, kappa=1/2: 42.76 kJ/mol
Total propagated error, kappa=1/2: 0.00440 eV
Total propagated error, kappa=1/2: 0.42 kJ/mol
Natural full width tried: 1.0 Hz
Coalescence rate with that width: 63.240 1/s
Barrier change from that width: 0.00034 eV
all tests passed
```
